# Bruggeman conductivity of a half-switched correlated-oxide film

## Problem

Near its metal–insulator transition, a correlated-oxide film can be a random mixture of metallic grains, conductivity $\sigma_m$ and volume fraction $f$, and insulating grains, conductivity $\sigma_i$ and fraction $1-f$. Take the mixture to be three-dimensional and isotropic, the grains to be spherical, and Ohm's law to hold inside each grain. Both constituents are treated alike: the insulating "background" is a second kind of grain, not a coating that surrounds every metallic one.

(a) Using Bruggeman theory, find the effective conductivity $\sigma_e$ for a perfectly insulating background, $\sigma_i\to0^+$, at $f=1/2$.

(b) Find the average field in each kind of grain and check the total current.

(c) A film has $\sigma_m=3000$ S/cm, thickness 200 nm and grain size 20 nm. Its channel is 10 µm long and 5 µm wide, and is read at 0.1 V. Find its resistance at $f=1/2$.

## Hints

1. Replace the surroundings of one grain by a uniform medium of conductivity $\sigma_e$. What is the field inside the grain?
2. The fields in the two kinds of grain, weighted by volume, must average to the applied field.
3. Keep $\sigma_i$ positive until the physical root has been chosen, then take the limit.
4. With a perfect insulator, all the current flows in the metal. This gives a check on the answer.

## Full solution

### The field in one grain

Let a sphere of radius $a$ and conductivity $\sigma$ sit in a medium $\sigma_e$ with uniform far field $E_0$. For steady current, the potential $\phi$ obeys Laplace's equation in each region. The far field varies as $\cos\theta$, and the spherical boundary introduces no other angular dependence. The solution that is finite at the centre and has the right far field is

$$\phi_{\rm in}=-Ar\cos\theta,\qquad \phi_{\rm out}=-E_0r\cos\theta+\frac{B\cos\theta}{r^2}.$$

The inner field is uniform and equal to $A$. Continuity of the potential at $r=a$ gives

$$-Aa=-E_0a+\frac{B}{a^2}\quad\Rightarrow\quad \frac{B}{a^3}=E_0-A.$$

The normal current density is $-\sigma\,\partial\phi/\partial r$. Its continuity gives

$$\sigma A=\sigma_e\left(E_0+\frac{2B}{a^3}\right)=\sigma_e(3E_0-2A).$$

Collecting the terms in $A$,

$$A=\frac{3\sigma_e}{\sigma+2\sigma_e}E_0. \tag{1}$$

A grain that conducts better than the medium has a field below $E_0$; a poorer conductor has a field above it.

### The self-consistency condition

The mean-field assumption is that every grain sees the same medium $\sigma_e$. The volume average of the field must equal $E_0$, so

$$f\frac{3\sigma_e}{\sigma_m+2\sigma_e}+(1-f)\frac{3\sigma_e}{\sigma_i+2\sigma_e}=1. \tag{2}$$

Subtract this from $f+(1-f)=1$ and use

$$1-\frac{3\sigma_e}{\sigma+2\sigma_e}=\frac{\sigma-\sigma_e}{\sigma+2\sigma_e}.$$

The result is Bruggeman's condition,

$$f\frac{\sigma_m-\sigma_e}{\sigma_m+2\sigma_e}+(1-f)\frac{\sigma_i-\sigma_e}{\sigma_i+2\sigma_e}=0. \tag{3}$$

### Choosing the root and taking the limit

Multiply (3) by both denominators:

$$f(\sigma_m-\sigma_e)(\sigma_i+2\sigma_e)+(1-f)(\sigma_i-\sigma_e)(\sigma_m+2\sigma_e)=0.$$

The two products expand to

$$\begin{aligned}
(\sigma_m-\sigma_e)(\sigma_i+2\sigma_e)&=\sigma_m\sigma_i+2\sigma_m\sigma_e-\sigma_i\sigma_e-2\sigma_e^2,\\
(\sigma_i-\sigma_e)(\sigma_m+2\sigma_e)&=\sigma_m\sigma_i+2\sigma_i\sigma_e-\sigma_m\sigma_e-2\sigma_e^2.
\end{aligned}$$

With weights $f$ and $1-f$, the coefficient of $\sigma_m\sigma_e$ is $2f-(1-f)=3f-1$, and that of $\sigma_i\sigma_e$ is $-f+2(1-f)=2-3f$. After a change of overall sign,

$$2\sigma_e^2-b\sigma_e-\sigma_m\sigma_i=0,\qquad b=(3f-1)\sigma_m+(2-3f)\sigma_i, \tag{4}$$

$$\sigma_e=\frac{b\pm\sqrt{b^2+8\sigma_m\sigma_i}}{4}.$$

The product of the roots is $-\sigma_m\sigma_i/2<0$, so one root is positive and one negative. A passive conductor dissipates power, which requires the positive root and hence the plus sign.

As $\sigma_i\to0^+$, $b\to(3f-1)\sigma_m$ and the square root tends to $|3f-1|\sigma_m$. Therefore

$$\sigma_e=\begin{cases}\dfrac{3f-1}{2}\,\sigma_m,& f>1/3,\\[2mm]0,& f\le1/3.\end{cases} \tag{5}$$

At $f=1/2$,

$$\boxed{\sigma_e=\frac{3/2-1}{2}\,\sigma_m=\frac{\sigma_m}{4}.}$$

Setting $\sigma_i=0$ directly in (4) also offers $\sigma_e=0$. For $f>1/3$ that is the limit of the negative root and is discarded. At $f=1/2$ and $\sigma_i/\sigma_m=10^{-6}$, the roots in units of $\sigma_m$ are $-2.0\times10^{-6}$ and $0.250002$.

### Fields and current

Insert $\sigma_e=\sigma_m/4$ in (1):

$$\frac{E_m}{E_0}=\frac{3/4}{1+1/2}=\frac12,\qquad \frac{E_i}{E_0}=\frac{3/4}{0+1/2}=\frac32.$$

Their equally weighted mean is $E_0$, as required. The insulator carries no current, so the mean current density is

$$\langle J\rangle=\frac12\,\sigma_m\,\frac{E_0}{2}=\frac{\sigma_m}{4}E_0.$$

One factor of one half is the metallic volume; the other is the reduced field in the metal.

These fields are averages over each constituent. The power per volume, current times voltage divided by volume, is $\sigma_eE_0^2$, and all of it is dissipated in the metal. Hence $\tfrac12\sigma_m\langle E^2\rangle_m=\tfrac14\sigma_mE_0^2$, or $\langle E^2\rangle_m=E_0^2/2$. This exceeds $(E_0/2)^2$, so the field in the metal must vary from place to place, and local heating cannot be found from the average field alone.

### How good is the mean field?

A cubic resistor network offers a comparison. In a uniform network of bond conductance $g_e$, inject a current $I$ at one node and withdraw it at a neighbour. By symmetry and superposition their bond carries $I/6+I/6=I/3$, so the conductance between the nodes is $3g_e$, of which the rest of the network supplies $2g_e$. If the bond is changed to $g$, its voltage changes from $V_0$ to $3g_eV_0/(g+2g_e)$, the same form as (1). The effective-medium condition therefore also has the form (3).

Kirchhoff's laws were solved for six random periodic networks of $14^3$ nodes, with poor bonds $10^{-4}$ times as conductive as good ones. With half the bonds good, the mean conductivity was $0.253\pm0.005$ of the fully metallic value (standard error), against 0.250 from the theory. With 80% good, it was $0.696\pm0.006$ against 0.700. This supports the mean field for these networks. Their bonds are not grains, however: in a film of randomly placed, space-filling grains, the conductivity at $f=1/2$ need not equal the Bruggeman value, and these networks do not bound the difference. It can be large: randomly assigned cubic grains that conduct through shared faces give about $0.13\,\sigma_m$ at $f=1/2$, roughly half the Bruggeman value. In the extreme case where a perfect insulator coats every metallic grain, no direct current flows at any $f<1$.

### The device

The cross-section is

$$S=(5\times10^{-4}\ \text{cm})(2\times10^{-5}\ \text{cm})=10^{-8}\ \text{cm}^2.$$

With $\sigma_e=3000/4=750$ S/cm,

$$R=\frac{10^{-3}\ \text{cm}}{(750\ \text{S/cm})(10^{-8}\ \text{cm}^2)}=133\ \Omega.$$

The current is $0.1\ \text{V}/133\ \Omega=0.75$ mA and the power is 75 µW. The applied field is $0.1\ \text{V}/10^{-3}\ \text{cm}=100$ V/cm, so the average fields are 50 V/cm in the metal and 150 V/cm in the insulator.

### Comparison with real devices

The conductivities, and the temperature of 340 K used below, are rough values in the regime of vanadium dioxide near its transition. Real devices can break the assumption of a random mixture: under voltage, the metal can form a filament between the electrodes. At the same $f=1/2$, a straight filament in parallel with a perfect insulator gives $\sigma_m/2=1500$ S/cm, twice the Bruggeman value. At the other extreme, equal layers crossed in series, with $\sigma_i=0.3$ S/cm, give about $2\sigma_i=0.6$ S/cm. The metallic fraction alone does not fix the resistance.

Other corrections, estimated for this device, are:

- **Metallic fraction.** From (5), $d\sigma_e/df=3\sigma_m/2$. An increase of $f$ from 0.50 to 0.51 raises $\sigma_e$ by 6%.
- **Heating.** Treat the channel as an isothermal disc of equal area, radius $r$, on a thick substrate with $k=20$ W/(m K). The estimate $\Delta T=P/(4kr)$ gives 0.23 K. If $f$ rose by 0.1 per kelvin, an assumed rate, $f$ would grow by 0.023 and $\sigma_e$ by about 14%, before any feedback. This assumes the film lies directly on the substrate; a 300 nm oxide layer with $k=1.4$ W/(m K) beneath it would add about 0.3 K and more than double the effect. A lower read voltage helps, since $P\propto V^2$ at fixed resistance.
- **Contacts.** For an assumed specific contact resistance of $10^{-7}\ \Omega\,\text{cm}^2$ and contacts at least three times as long as the current-transfer length, the two contacts add about 10 Ω, or 8% of the channel resistance. A four-terminal measurement removes this contribution.
- **Grain shape.** If both constituents have randomly oriented elongated grains of aspect ratio two, requiring the mean current density to equal $\sigma_e$ times the mean field gives $0.2525\,\sigma_m$, a 1% change. For such grains this condition is no longer equivalent to (2): condition (2) gives $0.21\,\sigma_m$, and requiring the mean current density to equal $\sigma_eE_0$ gives $0.27\,\sigma_m$. The 1% therefore belongs to one choice of closure, and the mean field does not fix the shape correction to better than this spread.
- **Local Ohm's law.** A free-electron estimate with $3\times10^{22}$ carriers per cm³ gives a mean free path near 0.4 nm, well below the 20 nm grain size. The average voltage across an insulating grain is about 0.3 mV, against a thermal voltage of 29 mV, so field-driven nonlinearity should be small.
- **Grain boundaries.** A boundary resistance of $0.1\times(2\times10^{-6}\ \text{cm})/(3000\ \text{S/cm})\approx7\times10^{-11}\ \Omega\,\text{cm}^2$ per grain would add 10% to the resistance of a metallic grain. The model leaves this out, and its size in a given film has to be measured.

## Variation 1: a leaky background

*Find the first correction to $\sigma_e$ at $f=1/2$ when $x=\sigma_i/\sigma_m$ is small but not zero.*

Here $b=\sigma_m(1+x)/2$, and the positive root of (4) is

$$\frac{\sigma_e}{\sigma_m}=\frac{1+x+\sqrt{(1+x)^2+32x}}{8}.$$

The square root is $\sqrt{1+34x+x^2}=1+17x+O(x^2)$, so

$$\frac{\sigma_e}{\sigma_m}=\frac{2+18x}{8}+O(x^2)=\frac14+\frac94x+O(x^2).$$

Relative to one quarter, the correction is $9x$. For $\sigma_i=0.3$ S/cm, $x=10^{-4}$ and the correction is 0.09%: $\sigma_e$ rises from 750 to 750.7 S/cm. The perfect-insulator limit is therefore a good approximation here. It becomes poor near $f=1/3$: at that fraction $b=\sigma_i$, and (4) gives $\sigma_e\approx\sqrt{\sigma_m\sigma_i/2}$ for small $x$, so leakage sets the leading term.

## Variation 2: a film one grain thick

*Repeat the calculation at $f=1/2$ for columnar grains that span the film, so that current flows in two dimensions.*

For a disc, the outside potential is $-E_0r\cos\theta+B\cos\theta/r$. Continuity of potential gives $B/a^2=E_0-A$, and continuity of current gives

$$\sigma A=\sigma_e\left(E_0+\frac{B}{a^2}\right)=\sigma_e(2E_0-A)
\quad\Rightarrow\quad A=\frac{2\sigma_e}{\sigma+\sigma_e}E_0.$$

With equal fractions, the average-field condition is

$$\frac{\sigma_e}{\sigma_m+\sigma_e}+\frac{\sigma_e}{\sigma_i+\sigma_e}=1.$$

Multiplying by both denominators,

$$\sigma_e(\sigma_i+\sigma_e)+\sigma_e(\sigma_m+\sigma_e)=(\sigma_m+\sigma_e)(\sigma_i+\sigma_e).$$

The terms $\sigma_e\sigma_i$, $\sigma_e\sigma_m$ and one $\sigma_e^2$ cancel, leaving

$$\sigma_e=\sqrt{\sigma_m\sigma_i}.$$

This vanishes for a perfect insulator: in two dimensions, one half is the Bruggeman threshold. With the leaky values above, $\sigma_e=\sqrt{3000\times0.3}=30$ S/cm, 25 times below the three-dimensional result. At fixed channel dimensions, the resistance rises from 133 Ω to about 3.3 kΩ. The one-quarter result thus needs a film many grains thick; the film in part (c) is ten grains thick, which makes the three-dimensional description a reasonable first estimate. In the cubic bond network with half the bonds good, a slab ten layers thick conducts about 4% less than the bulk, and one five layers thick about 11% less; for real grains the shift is not bounded by these numbers.

The numerical output below lists the device inputs and the main results.

## Table of computed values

```
TESTS AND MODEL RATIOS
sigma_e/sigma_m from numerical grain fields: 0.2500
Field in metallic grain / E0: 0.5000
Field in insulating grain / E0: 1.5000
Leakage slope d(sigma_e)/d(sigma_i): 2.2500
Roots at x=1e-6: -2.000e-06 and 0.250002
Network p=0.5: 0.2527 +/- 0.0049; Bruggeman 0.2502
Network p=0.8: 0.6955 +/- 0.0057; Bruggeman 0.7001
DEVICE INPUTS (rough)
Metallic conductivity: 3000 S/cm
Insulating conductivity: 0.3 S/cm
Temperature: 340 K
Film thickness: 200 nm; grain size: 20 nm
Channel length: 10 um; width: 5 um
Read voltage: 0.10 V
DEVICE RESULTS
Effective conductivity, ideal insulator: 750.0 S/cm
Channel resistance: 133.3 ohm
Current: 0.750 mA; power: 75.0 uW
Mean field: 100.0 V/cm
Field in metallic grains: 50.0 V/cm
Field in insulating grains: 150.0 V/cm
NEGLECTED EFFECTS
Conductivity with leakage: 750.67 S/cm
Leakage correction: 0.090 %
Change for f=0.51 instead of 0.50: 6.00 %
Aspect-two grain factors: 0.1736, 0.4132
Aspect-two grains, sigma_e/sigma_m: 0.2525
Thickness / grain size: 10.0
Two-dimensional sigma_e: 30.0 S/cm
Substrate thermal conductivity: 20 W/(m K)
Self-heating: 0.235 K
Specific contact resistance: 1.0e-07 ohm cm2
Two contacts together: 10.33 ohm
Contacts / channel: 7.7 %
Carrier density: 3.0e+22 cm^-3
Metallic mean free path: 0.39 nm
Tunnel barrier: 0.3 eV; decay length: 0.178 nm
Grain size / tunnel decay length: 112.2
Insulating-grain voltage: 0.300 mV
Thermal voltage: 29.30 mV
Sinh-law field correction: 0.00175 %
10 % boundary-resistance level: 6.67e-11 ohm cm2
```
